# The Thouless formula and resolvent decay in gaps of a chain

## Scaling and the form of the answer

Consider a real symmetric nearest-neighbour chain on all integers,
$$ (H\psi)_n=t_n\psi_{n+1}+\varepsilon_n\psi_n+t_{n-1}\psi_{n-1}. \tag{1} $$
The Lyapunov exponent $\gamma(z)$ is the exponential growth rate per site of a generic solution of $H\psi=z\psi$. It is a pure number. If $H$ and $z$ are both multiplied by $s>0$, the solutions do not change, and neither does $\gamma$. The logarithmic potential of the density of states,
$$ \Phi(z)=\int\rho(E')\ln|z-E'|\,dE',\qquad \int\rho\,dE'=1, \tag{2} $$
increases by $\ln s$ under this scaling. It can enter $\gamma$ with unit weight if a hopping term with the same shift is subtracted.

The signs of the hoppings cannot matter, because replacing $\psi_n$ by $\pm\psi_n$ site by site makes every $t_n$ positive and leaves the spectrum unchanged. For large $|z|$, equation (1) gives $\psi_{n+1}\approx(z/t_n)\psi_n$, so $\gamma\approx\ln|z|-\langle\ln|t|\rangle$, where the brackets denote the average over bonds. These facts suggest
$$ \boxed{\gamma(z)=\int\rho(E')\ln|z-E'|\,dE'-\langle\ln|t|\rangle}, \tag{3} $$
which is the Thouless formula. All energies inside logarithms are expressed in one common unit. Scaling does not prove (3); the proof follows for every $z$ outside the spectrum of $H$, gaps included.

**Assumptions.** The $\varepsilon_n$ are bounded and $0<t_{\min}\le t_n\le t_{\max}$, with the signs already removed. Let $H_N$ be the block of $H$ on sites $1,\dots,N$. Its eigenvalue distribution, divided by $N$, converges to $\rho$, and the average of $\ln t_n$ converges. Periodic chains satisfy this, as do stationary ergodic disordered chains with probability one.

## Transfer matrices and determinants

Solving $H\psi=z\psi$ for $\psi_{n+1}$ and setting $v_n=(\psi_{n+1},\,t_n\psi_n)^T$ gives
$$ v_n=A_nv_{n-1},\qquad A_n=\frac1{t_n}\begin{pmatrix}z-\varepsilon_n&-1\\t_n^2&0\end{pmatrix},\qquad \det A_n=1. \tag{4} $$
The factor $t_n$ in the second component is what makes the determinant one. Let $M_N=A_N\cdots A_1$ and define $\gamma=\lim N^{-1}\ln\|M_N\|$. The components of $v_n$ carry different units, but a change of unit alters $\|M_N\|$ by a bounded factor and leaves the rate unchanged.

Let $P_{a,b}$ be the determinant of $z-H$ restricted to sites $a,\dots,b$, with $P_{a,a-1}=1$ and $P_{a,a-2}=0$. Expansion along the last row gives
$$ P_{a,b+1}=(z-\varepsilon_{b+1})P_{a,b}-t_b^2P_{a,b-1}. \tag{5} $$
It follows that
$$ M_N=\frac1{\prod_{n=1}^Nt_n}\begin{pmatrix}P_{1,N}&-P_{2,N}\\t_N^2P_{1,N-1}&-t_N^2P_{2,N-1}\end{pmatrix}. \tag{6} $$
For $N=1$ this is $A_1$. Multiplying (6) from the left by $A_{N+1}$ turns the first column into $(z-\varepsilon_{N+1})P_{1,N}-t_N^2P_{1,N-1}=P_{1,N+1}$ above $t_{N+1}^2P_{1,N}$, both divided by $\prod_{n=1}^{N+1}t_n$. The second column works in the same way, which completes the induction.

The corner element of the finite resolvent is $\prod_{n=1}^{N-1}t_n/P_{1,N}$, since the relevant minor is triangular and its signs cancel those of the cofactor. Taking its logarithm suggests (3) at once. In a gap, however, $H_N$ may have an edge state very close to $z$, which makes $P_{1,N}$ anomalously small. The norm of the whole matrix (6) avoids this fault.

## Upper bound

Let $x$ be real, at distance $d>0$ from the spectrum of $H$. First, $\rho$ vanishes near $x$. Suppose $x$ lies in a gap with centre $c$ and half-width $w$, so that $\|(H-c)\phi\|\ge w\|\phi\|$ for every $\phi$. If $H_N$ had three eigenvalues strictly inside the gap, their eigenvectors would have a nonzero combination $\phi$ with $\phi_1=\phi_N=0$. Extended by zero, it satisfies $H\phi=H_N\phi$, and hence $\|(H-c)\phi\|<w\|\phi\|$, a contradiction. A block therefore has at most two levels in the gap, with weight $2/N\to0$. Beyond the outer edges of the spectrum it has none, because the expectation values of $H_N$ are also expectation values of $H$.

Removing an end site changes the number of levels below any energy by at most one, by interlacing. All four determinants in (6) thus share the same limiting $\rho$. For $\eta>0$ the function $\ln|x+i\eta-E'|$ is continuous in $E'$, so for each of them
$$ \frac1N\ln|P(x+i\eta)|\to\Phi(x+i\eta). \tag{7} $$
Each factor obeys $|x-E_j|\le|x+i\eta-E_j|$, so $|P(x)|\le|P(x+i\eta)|$. Taking $N\to\infty$ and then $\eta\to0$,
$$ \limsup_{N\to\infty}\frac1N\ln\|M_N(x)\|\le\Phi(x)-\langle\ln t\rangle. \tag{8} $$
The last limit uses the continuity of $\Phi$ at $x$, where $\rho$ vanishes.

## Lower bound

Edge levels can be moved away from the real axis by damping the end sites. Let $Q$ project on sites $1$ and $N$, and set
$$ K_\eta=x+i\eta-H_N+i\kappa Q,\qquad \kappa=t_{\max},\quad\eta\ge0. \tag{9} $$
A determinant is linear in each diagonal entry, so
$$ \det K_0=P_{1,N}+i\kappa(P_{2,N}+P_{1,N-1})-\kappa^2P_{2,N-1}. \tag{10} $$
By (6), $|\det K_0|\le C\|M_N\|\prod_{n=1}^N t_n$ with $C$ independent of $N$. It remains to bound $|\det K_0|$ from below.

*The smallest singular value.* Take $\|\psi\|=1$, $s=\|K_\eta\psi\|$ and $q=|\psi_1|^2+|\psi_N|^2$. The imaginary part of $\langle\psi,K_\eta\psi\rangle$ is $\eta+\kappa q$, so $\eta\le s$ and $q\le s/\kappa$. Extend $\psi$ by zero. On the block, $(x-H)\psi=K_\eta\psi-i\eta\psi-i\kappa Q\psi$; outside it, the remaining entries are $-t_0\psi_1$ and $-t_N\psi_N$. Since $\|(x-H)\psi\|\ge d$,
$$ d\le s+\eta+\kappa\sqrt q+t_{\max}\sqrt q\le2s+2\sqrt{t_{\max}s}. \tag{11} $$
Hence $s\ge s_0$, where $s_0>0$ solves (11) as an equality and does not depend on $N$ or $\eta$.

*From $\eta>0$ to $\eta=0$.* Differentiation gives
$$ \left|\partial_\eta\ln|\det K_\eta|\right|=\left|\mathrm{Re}\,\mathrm{tr}(iK_\eta^{-1})\right|\le N/s_0. \tag{12} $$
For $\eta>0$ let $g$ be the $2\times2$ end-site block of $(x+i\eta-H_N)^{-1}$. Then
$$ \frac{\det K_\eta}{\det(x+i\eta-H_N)}=\det(1+i\kappa g). \tag{13} $$
The Hermitian part of $ig$ is $-(g-g^\dagger)/2i$. It is non-negative, because each level contributes a positive multiple of $\eta/[(x-E_j)^2+\eta^2]$. Therefore $\mathrm{Re}\langle u,(1+i\kappa g)u\rangle\ge\|u\|^2$, both eigenvalues of $1+i\kappa g$ have modulus at least one, and so does the determinant (13). Combining this with (12),
$$ \frac1N\ln|\det K_0|\ge\frac1N\ln|\det(x+i\eta-H_N)|-\frac{\eta}{s_0}. \tag{14} $$
As $N\to\infty$ the right side tends to $\Phi(x+i\eta)-\eta/s_0$, and then to $\Phi(x)$ as $\eta\to0$. With the bound below (10), this gives
$$ \liminf_{N\to\infty}\frac1N\ln\|M_N(x)\|\ge\Phi(x)-\langle\ln t\rangle. \tag{15} $$
Equations (8) and (15) prove (3) for real $x$ off the spectrum. For nonreal $z$, no level can approach $z$, and (7) applied directly to (6) gives the result. Inside the spectrum $d=0$, so (11) gives no bound and this proof says nothing about equality there.

## Decay of the infinite-chain resolvent

Let $G=(z-H)^{-1}$, with $d$ now the distance of $z$ from the spectrum, so that $\|G\|=1/d$. A column of $G$ solves the homogeneous equation to the right of its source and is square-summable. It cannot vanish there for two adjacent sources: if column $-1$ vanishes for all $n\ge-1$, its source equation gives $G_{-2,-1}=-1/t_{-2}\ne0$, and by symmetry column $-2$ is nonzero at site $-1$. There is thus a nonzero solution $u^+$ square-summable to the right and, likewise, $u^-$ to the left. They are independent, since otherwise $z$ would be an eigenvalue. Let $v_n^\pm$ be their vectors in (4). The quantity
$$ W=\det[v_n^-,v_n^+]=t_n(u^-_{n+1}u^+_n-u^-_nu^+_{n+1}) \tag{16} $$
does not depend on $n$, because $\det A_n=1$. The resolvent is
$$ G_{mn}=u^-_mu^+_n/W\quad(m\le n),\qquad G_{nm}=G_{mn}. \tag{17} $$
Away from the source this solves the homogeneous equation. At the source, replacing $(z-\varepsilon_n)u_n^- -t_{n-1}u_{n-1}^-$ by $t_nu^-_{n+1}$ leaves the right side of (16) divided by $W$, which is one.

Every element obeys $|G_{mn}|\le1/d$. This bounds $u^-_nu^+_n/W$, $u^-_nu^+_{n+1}/W$ and $u^-_{n+1}u^+_{n+1}/W$; equation (16) then bounds the remaining product, $u^-_{n+1}u^+_n/W$. Together with $|\det[a,b]|\le\|a\|\|b\|$, this gives
$$ |W|\le\|v_n^-\|\,\|v_n^+\|\le C|W| \tag{18} $$
with a new constant $C$ independent of $n$. Expanding any initial vector in $v_0^\pm$ gives
$$ M_Nv_0=\frac{\det[v_0,v_0^+]\,v_N^-+\det[v_0^-,v_0]\,v_N^+}{W}. \tag{19} $$
Let $r_N=\|v_N^+\|/\|v_0^+\|$. By (18), the two terms of (19) have norms at most $C/r_N$ and $Cr_N$ for unit $v_0$. In the other direction, $\|M_N^{-1}\|=\|M_N\|$ for a $2\times2$ matrix of determinant one, so $\|v_0^+\|\le\|M_N\|\|v_N^+\|$. Hence
$$ \frac1{r_N}\le\|M_N\|\le C\left(\frac1{r_N}+r_N\right). \tag{20} $$
Since $r_N\to0$, the decaying solution has rate $-\gamma$.

By (17), the $2\times2$ block of $G$ between the pairs $(m,m+1)$ and $(n,n+1)$, with $n>m$, is a product of a column of $u^-$ and a row of $u^+$. For fixed $m$,
$$ \lim_{n\to\infty}\frac{1}{n-m}\ln\|G_{\{m,m+1\},\{n,n+1\}}\|=-\gamma(z). \tag{21} $$
A single element is bounded by this norm, but may vanish where $u^-$ or $u^+$ has a node.

The rate is strictly positive. Let $\chi$ equal $u^+$ for $n>N$ and zero elsewhere. Then $(z-H)\chi$ has the entry $-t_Nu^+_{N+1}$ at site $N$, the entry $t_Nu_N^+$ at site $N+1$, and no others. With $S_N=\sum_{n>N}|u_n^+|^2=\|\chi\|^2$ and $\|\chi\|\le\|(z-H)\chi\|/d$,
$$ S_{N+1}\le S_N\le\frac{t_{\max}^2}{d^2}(S_{N-1}-S_{N+1})
\;\Rightarrow\;
S_{N+1}\le\frac{S_{N-1}}{1+d^2/t_{\max}^2}. \tag{22} $$
The amplitude is the square root of a quantity that falls by this factor every two sites, so $\gamma\ge\frac14\ln(1+d^2/t_{\max}^2)$.

Inside a gap, (3) may be differentiated under the integral:
$$ \gamma'(E)=\int\frac{\rho(E')}{E-E'}dE',\qquad
\gamma''(E)=-\int\frac{\rho(E')}{(E-E')^2}dE'<0. \tag{23} $$
States below $E$ push the slope up and states above push it down. The rate is concave, with at most one interior maximum, and it depends on the whole density of states as well as on the gap width.

## An alternating chain

Take site energies $+\Delta,-\Delta$ and hoppings $t_1$ within a cell, $t_2$ between cells. Let the amplitudes $a,b$ be multiplied by $\lambda$ from cell to cell. Then
$$ (E-\Delta)a=(t_1+t_2/\lambda)b,\qquad(E+\Delta)b=(t_1+t_2\lambda)a. $$
Multiplying the two equations and cancelling $ab$ gives
$$ E^2=\Delta^2+t_1^2+t_2^2+t_1t_2(\lambda+\lambda^{-1}). \tag{24} $$
In the bands $\lambda=e^{ik}$, and the central gap has edges $\pm E_g$ with $E_g^2=\Delta^2+(t_1-t_2)^2$, reached at $k=\pi$. Inside that gap $\lambda+\lambda^{-1}<-2$, so $\lambda=-e^{\pm2\gamma}$, the 2 counting the sites in a cell. With $\cosh2\gamma=1+2\sinh^2\gamma$, (24) becomes $E^2=E_g^2-4t_1t_2\sinh^2\gamma$, or
$$ \sinh\gamma=\frac{\sqrt{E_g^2-E^2}}{2\sqrt{t_1t_2}}. \tag{25} $$
Close to the upper edge, $E_g^2-E^2\approx2E_g(E_g-E)$ and $\sinh\gamma\approx\gamma$, hence
$$ \gamma\approx\sqrt{\frac{E_g(E_g-E)}{2t_1t_2}}. \tag{26} $$
The decay length diverges as the inverse square root of the distance to the edge of this periodic chain.

**Numbers.** Let $t_1=1.5$ eV, $t_2=1$ eV and $\Delta=0.5$ eV. Then $E_g=\sqrt{0.25+0.25}=0.7071$ eV. At $E=0$ the band energies give $\Phi=0.487542$, and $\langle\ln t\rangle=\frac12\ln1.5=0.202733$, so
$$ \gamma=0.487542-0.202733=0.284809\ \text{per site}. $$
The transfer product gives the same value, and so does (25), with $\sinh\gamma=0.7071/(2\sqrt{1.5})=0.2887$. The decay length is $1/0.2848=3.51$ sites, and the exponential factor reaches $10^{-6}$ after $\ln(10^6)/0.2848=48.5$ sites. The norms of the resolvent blocks between two unit cells (pairs of sites joined by $t_1$) fall from $2.239\times10^{-3}$ to $7.521\times10^{-6}$ eV$^{-1}$ between 20 and 40 sites, a rate of $\ln(297.7)/20=0.2848$.

Away from midgap the rate drops, to 0.2585 at 0.3 eV and 0.1522 at 0.6 eV. The slope at 0.3 eV is $-0.185$ eV$^{-1}$ and the curvature $-0.761$ eV$^{-2}$, with the signs expected from (23) and a spectrum symmetric about zero. At 0.001 eV inside the edge, $\gamma=0.01535$, and (26) agrees to about 0.04% of that value.

## Edge states and vanishing elements

Set $\Delta=0$ and $E=0$, keeping the hoppings. Equation (25) gives $\sinh\gamma=\frac12(\sqrt{t_1/t_2}-\sqrt{t_2/t_1})$, so $\gamma=\frac12\ln(t_1/t_2)=0.2027$. This equals $\langle\ln t\rangle$ numerically because $t_2=1$ eV.

Changing the sign of $\psi$ on one sublattice turns $H$ into $-H$, and hence $G(0)$ into $-G(0)$. That operation leaves same-sublattice elements unchanged, so they must vanish. In the block between two unit cells 10 sites apart (pairs joined by $t_1$), the largest element is nevertheless 0.0878 eV$^{-1}$; for pairs joined by $t_2$ it is 0.1317 eV$^{-1}$. The block norm sees the decay that the vanishing elements hide.

Now cut out a block of even length $N$ whose end bonds are weak. At $E=0$, (5) reduces to $P_{1,N}=-t_{N-1}^2P_{1,N-2}$, and the bonds that enter are all weak, so $|P_{1,N}|=t_2^N$. This determinant alone would give the rate
$$ \ln t_2-\tfrac12\ln(t_1t_2)=-\tfrac12\ln(t_1/t_2)=-\gamma, \tag{27} $$
which has the wrong sign. The inner block, on sites $2,\dots,N-1$, begins and ends with strong bonds, so $|P_{2,N-1}|=t_1^{N-2}$, which restores $+\gamma$ in the norm of (6). For $N=200$ the two computed rates are $-0.2027$ and $+0.2027$.

The cause is visible in the levels: the edge-state energy has magnitude 0.0145 eV for $N=20$ and 0.000251 eV for $N=40$. The smallest singular value of the damped matrix (9) at $\eta=0$ stays finite, at 0.536, 0.509 and 0.500 eV for $N=20$, 40 and 200. With the last value, the right side of (11) is $2(0.500)+2\sqrt{1.5\times0.500}=2.73$ eV, well above $d=0.5$ eV: the bound is safe but far from tight. Thus a cut fragment can have large end-to-end resolvent elements at an energy where the bulk resolvent decays.

## A disordered gap

Return to $\Delta=0.5$ eV and add independent uniform disorder, within $\pm0.3$ eV on the sites and $\pm0.05$ eV on the hoppings. The perturbation norm is at most $0.3+2(0.05)=0.4$ eV, since each site has two bonds. A gap of half-width at least $0.7071-0.4=0.3071$ eV therefore survives.

For 4000 sites at $E=0$, the transfer product of one sample gives $\gamma=0.2836$; the levels of an independent sample, inserted in (3), give 0.2827. The formula concerns the infinite chain, and the difference is within the 0.005 allowed in the test for sampling noise. The clean value, 0.2848, lies close to both, and two samples do not determine the small shift reliably.

The boundedness of the prefactors can be seen directly. By (17), with the source pair as origin, a resolvent block has the size $r_N\,\|v_0^-\|\|v_0^+\|/|W|$ up to bounded factors from the hoppings and from a shift of one site, so (18) and (20) confine the product $|G|\,\|M\|$ between bounds independent of distance. This product is not the $r_N\|M_N\|$ of (20), which is at least one, and its logarithm may be negative. Over 200, 600 and 2000 sites, the sum of $\ln|G|$ (largest block element, in eV$^{-1}$) and $\ln\|M\|$ is $-0.81$, $-0.56$ and $-0.82$, while $-\ln|G|$ grows from 57.4 to 567.8 and $\ln\|M\|$ from 56.6 to 567.0. Over 2000 sites the resolvent rate is $567.775/2000=0.2839$ per site.

## Numbers as computed

```
hoppings t1, t2 = 1.5, 1.0 eV; delta = 0.5 eV
central gap edges = +/- 0.707107 eV
outer band edge = 2.5495 eV
mean ln(t/eV) = 0.202733
E = 0.0 eV: log potential = 0.487542
  gamma from DOS      = 0.284809 per site
  gamma from transfer = 0.284809 per site
E = 0.3 eV: log potential = 0.461250
  gamma from DOS      = 0.258517 per site
  gamma from transfer = 0.258517 per site
E = 0.6 eV: log potential = 0.354897
  gamma from DOS      = 0.152165 per site
  gamma from transfer = 0.152165 per site
z = 3.0 eV: gamma = 0.607445 per site
z = (1.2+0.4j) eV: gamma = 0.211430 per site
at E = 0.3 eV: slope = -0.18505 per site per eV
  curvature = -0.76092 per site per eV^2
0.001 eV inside edge: gamma = 0.015347 per site
  square-root law: 0.015353 per site
E = 0: |G block| at 20 sites = 2.23918e-03 1/eV
E = 0: |G block| at 40 sites = 7.52088e-06 1/eV
resolvent rate at 0.0 eV = 0.284809 per site
resolvent rate at 0.3 eV = 0.258517 per site
resolvent rate at 0.6 eV = 0.152165 per site
decay length at E = 0: 3.5111 sites
distance for factor 1e-6: 48.51 sites
delta = 0, E = 0: gamma = 0.202733 per site
  same-sublattice |G| at 10 sites = 0.0e+00 1/eV
  largest |G| in that block = 0.08779 1/eV
delta = 0 blocks with weak end bonds, E = 0:
  N = 20: edge-state |E| = 1.447e-02 eV
  N = 20: smallest singular value = 0.53566 eV
  N = 40: edge-state |E| = 2.506e-04 eV
  N = 40: smallest singular value = 0.50916 eV
  N = 200: smallest singular value = 0.50037 eV
  N = 200: rate from determinant alone = -0.20273 per site
  N = 200: rate from transfer norm = 0.20273 per site
largest number of gap levels in a block = 2
disorder half-widths: site 0.3 eV, hopping 0.05 eV
guaranteed gap = +/- 0.3071 eV; N = 4000 sites
transfer gamma, sample A = 0.28357 per site
DOS gamma, sample A = 0.28354 per site
DOS gamma, sample B = 0.28272 per site
L = 200: ln|G| = -57.428, ln|M| = 56.622
L = 600: ln|G| = -171.307, ln|M| = 170.743
L = 2000: ln|G| = -567.775, ln|M| = 566.959
disordered resolvent rate, L = 2000: 0.28389 per site
```
